# The high-energy photoionization law of a hydrogenic nl state: test program

```python
"""
High-energy dipole photoionization of a hydrogenic nl state (Hartree units).
Result under test, for photon energy w and photoelectron momentum k:
  sigma = C * w**-(l+7/2) * S * (1 + O(1/k^2)),  S = 2 pi eta/(exp(2 pi eta)-1)
  C = (8 pi alpha/3) Z^2 A^2 2^(l-1/2) (l!)^2 g,  g = 1 (l=0), (2l+1)/(4l) (l>0)
Symbols: Z nuclear charge, eta = Z/k, lam = Z/n, A = limit of P_nl/r^(l+1)
at r = 0, lf = orbital quantum number of the final state, alpha = fine-structure
constant. Continuum radial functions are normalized per unit energy.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import lpmv, spherical_jn, zeta
from sympy.physics.hydrogen import R_nl

alpha = const.fine_structure
hartree_ev = const.physical_constants['Hartree energy in eV'][0]
bohr_cm = const.physical_constants['Bohr radius'][0] * 100
area_cm2 = bohr_cm**2
fact = math.factorial


def origin_coefficient(n, l, Z):
    return ((2 * Z / n)**(l + 1.5) / fact(2 * l + 1)
            * math.sqrt(fact(n + l) / (2 * n * fact(n - l - 1))))


def momentum(n, Z, w):
    return math.sqrt(2 * w - (Z / n)**2)


def radial_closed(n, l, lf, Z, k):
    """Dipole radial integral from the Laplace-transform recursion."""
    lam, eta = Z / n, Z / k
    kappa2 = lam**2 + k**2
    first = l + 2 - lf
    last = first + n - l - 1
    M = [fact(2 * lf + 1) * kappa2**(-(lf + 1))
         * math.exp(-2 * eta * math.atan(k / lam))]
    for m in range(last):
        previous = M[m - 1] if m > 0 else 0.0
        M.append(((2 * (lf + 1 + m) * lam - 2 * Z) * M[m]
                  - m * (m + 2 * lf + 1) * previous) / kappa2)
    c, total = 1.0, 0.0
    for j in range(n - l):
        total += c * M[first + j]
        c *= 2 * (lam * (j + l + 1) - Z) / ((j + 1) * (j + 2 * l + 2))
    norm2 = (2 / (math.pi * k) * k**(2 * lf + 2)
             * (2**lf / fact(2 * lf + 1))**2
             * 2 * math.pi * eta / (-math.expm1(-2 * math.pi * eta)))
    for s in range(1, lf + 1):
        norm2 *= s * s + eta * eta
    return origin_coefficient(n, l, Z) * math.sqrt(norm2) * total


def partial_sigma(n, l, lf, Z, w):
    D = radial_closed(n, l, lf, Z, momentum(n, Z, w))
    return 4 * math.pi**2 * alpha * w / 3 * max(l, lf) / (2 * l + 1) * D * D


def sigma_full(n, l, Z, w):
    return sum(partial_sigma(n, l, lf, Z, w) for lf in (l - 1, l + 1) if lf >= 0)


def law_coefficient(n, l, Z):
    g = 1.0 if l == 0 else (2 * l + 1) / (4 * l)
    return (8 * math.pi * alpha / 3 * Z**2 * origin_coefficient(n, l, Z)**2
            * 2**(l - 0.5) * fact(l)**2 * g)


def sigma_law(n, l, Z, w):
    return law_coefficient(n, l, Z) * w**(-(l + 3.5))


def coulomb_factor(Z, k):
    x = 2 * math.pi * Z / k
    return x / math.expm1(x)


def local_exponent(n, l, Z, w, step=1e-4):
    up = math.log(sigma_full(n, l, Z, w * math.exp(step)))
    down = math.log(sigma_full(n, l, Z, w * math.exp(-step)))
    return (up - down) / (2 * step)


radius = sp.Symbol('r', positive=True)


def bound_radial(n, l, Z, r):
    """r * R_nl from the independent sympy definition."""
    f = sp.lambdify(radius, R_nl(n, l, radius, Z), 'numpy')
    return r * f(r)


def radial_direct(n, l, lf, Z, k, h=0.003):
    """Dipole integral with a numerically integrated continuum wave."""
    h = h / Z
    r = h * np.arange(1, int((40 * n + 20) / (Z * h)) + 1)
    start = int(0.2 / (Z * h))
    a = [1.0, -2 * Z / (2 * lf + 2)]
    for j in range(2, 45):
        a.append((-2 * Z * a[j - 1] - k * k * a[j - 2]) / (j * (j + 2 * lf + 1)))
    inner = r[:start]
    y = list(inner**(lf + 1) * np.polyval(a[::-1], inner))
    G = k * k + 2 * Z / r - lf * (lf + 1) / r**2
    f = (1 + h * h * G / 12).tolist()
    for i in range(start - 1, len(r) - 1):
        y.append(((12 - 10 * f[i]) * y[i] - f[i - 1] * y[i - 1]) / f[i + 1])
    y = np.array(y)
    slope = (y[-5] - 8 * y[-4] + 8 * y[-2] - y[-1]) / (12 * h)
    re, ye, wave = r[-3], y[-3], math.sqrt(G[-3])
    dwave = (-Z / re**2 + lf * (lf + 1) / re**3) / wave
    amplitude = math.sqrt(wave * ye**2
                          + (slope + dwave / (2 * wave) * ye)**2 / wave)
    integral = h * np.sum(bound_radial(n, l, Z, r) * r * y)
    return integral * math.sqrt(2 / math.pi) / amplitude


# Angular average over m, from explicit integrals of Legendre functions.
x, weight = np.polynomial.legendre.leggauss(30)
for l in range(4):
    for lf in (l - 1, l + 1):
        if lf < 0:
            continue
        total = 0.0
        for m in range(-min(l, lf), min(l, lf) + 1):
            q = abs(m)
            norm = math.sqrt((2 * l + 1) * (2 * lf + 1) / 4
                             * fact(l - q) / fact(l + q)
                             * fact(lf - q) / fact(lf + q))
            total += (norm * np.sum(weight * x * lpmv(q, l, x) * lpmv(q, lf, x)))**2
        assert abs(total / (2 * l + 1) - max(l, lf) / (3 * (2 * l + 1))) < 1e-11

# Closed radial integrals against direct integration of the radial equation.
Z = 1
wavelength_nm = 13.5
euv_ev = const.h * const.c / (wavelength_nm * 1e-9) / const.e
energies_ev = [euv_ev, 1000.0, 10000.0]
states = [('1s', 1, 0), ('2s', 2, 0), ('2p', 2, 1), ('3d', 3, 2)]
worst = 0.0
cases = [(n, l, 1, e / hartree_ev) for _, n, l in states for e in energies_ev[:2]]
cases.append((2, 1, 2, 20.0))
for n, l, charge, w in cases:
    k = momentum(n, charge, w)
    for lf in (l - 1, l + 1):
        if lf >= 0:
            direct = radial_direct(n, l, lf, charge, k)
            closed = radial_closed(n, l, lf, charge, k)
            worst = max(worst, abs(direct / closed - 1))
# The integrals cancel strongly at high k, which amplifies rounding errors.
assert worst < 1e-4, worst

# Absolute scale: quantum lines plus continuum against a classical oscillator.
r = 0.003 * np.arange(1, 20001)
ground = bound_radial(1, 0, 1, r)
line_strengths = []
for n in range(2, 13):
    D = 0.003 * np.sum(ground * r * bound_radial(n, 1, 1, r))
    line_strengths.append(4 * math.pi**2 * alpha * 0.5 * (1 - 1 / n**2) * D**2 / 3)
line_area = sum(line_strengths) + line_strengths[-1] * 12**3 * zeta(3, 13)
continuum_area = quad(lambda k: k * sigma_full(1, 0, 1, 0.5 * (1 + k * k)),
                      1e-5, np.inf, limit=200)[0]
damping = 0.5
classical_area = quad(lambda w: 4 * math.pi * alpha * damping * w**2
                      / ((1 - w**2)**2 + damping**2 * w**2), 0, np.inf)[0]
area_ratio = (line_area + continuum_area) / classical_area
assert abs(area_ratio - 1) < 1e-3, area_ratio

# High-energy coefficient, first correction, local exponent and channel ratio.
for n, l, charge in [(1, 0, 1), (2, 0, 1), (2, 1, 1), (3, 1, 2),
                     (3, 2, 1), (4, 3, 1), (5, 2, 3)]:
    def ratio_at(k):
        w = 0.5 * (k * k + (charge / n)**2)
        return sigma_full(n, l, charge, w) / sigma_law(n, l, charge, w)
    k = 1e4 * charge
    assert abs((ratio_at(k) - 1) * k / charge + math.pi) < 0.02
    second = [(ratio_at(q * charge) / coulomb_factor(charge, q * charge) - 1) * q * q
              for q in (200.0, 400.0)]
    assert abs(second[0] - second[1]) < 0.05 * max(1, abs(second[0])), second
    k = 1000.0 * charge
    w = 0.5 * (k * k + (charge / n)**2)
    shift = local_exponent(n, l, charge, w) + l + 3.5
    assert abs(shift / (math.pi * charge / (2 * k)) - 1) < 0.05
    if l > 0:
        channels = (partial_sigma(n, l, l - 1, charge, w)
                    / partial_sigma(n, l, l + 1, charge, w))
        assert abs(channels * 4 * l * (l + 1) - 1) < 1e-3

# A free final wave in the length form: amplitude relative to the true limit.
free_ratios = []
k = 40.0
r = 0.002 * np.arange(1, 40001)
for n, l, lf, expected in [(1, 0, 1, 2), (2, 1, 2, 3), (2, 1, 0, -3)]:
    free = 0.002 * np.sum(bound_radial(n, l, 1, r) * r
                          * math.sqrt(2 * k / math.pi) * r * spherical_jn(lf, k * r))
    k_far = 1e5
    true_limit = radial_closed(n, l, lf, 1, k_far) * (k_far / k)**(l + 4.5)
    free_ratios.append(free / true_limit)
    assert abs(free_ratios[-1] / expected - 1) < 0.02, free_ratios


def retardation_change(w):
    """Relative change of the 1s plane-wave cross section by photon momentum."""
    k = momentum(1, Z, w)
    integral = quad(lambda c: (1 - c * c)
                    * (1 + alpha**2 * w / 2 - alpha * k * c)**-4, -1, 1)[0]
    return integral / (4 / 3) - 1


w = 1000 / hartree_ev
assert abs(retardation_change(w) / (alpha * momentum(1, Z, w))**2 - 1) < 0.05

print(f"nuclear charge Z = {Z} (dimensionless)")
print(f"EUV wavelength = {wavelength_nm} nm, photon energy = {euv_ev:.2f} eV")
print(f"largest relative gap, direct vs closed radial integral = {worst:.1e}")
print(f"quantum / classical absorption area = {area_ratio:.5f}")
for name, n, l in states:
    print(f"{name}: binding energy = {hartree_ev * Z**2 / (2 * n * n):.3f} eV, "
          f"A = {origin_coefficient(n, l, Z):.5f} a.u., "
          f"C = {law_coefficient(n, l, Z):.4e} a.u., limit exponent = {-(l + 3.5)}")
for energy in energies_ev:
    w = energy / hartree_ev
    print(f"--- photon energy {energy:.2f} eV = {w:.4f} hartree")
    for name, n, l in states:
        k = momentum(n, Z, w)
        law = sigma_law(n, l, Z, w) * area_cm2
        full = sigma_full(n, l, Z, w) * area_cm2
        S = coulomb_factor(Z, k)
        print(f"{name}: full = {full:.3e} cm^2, law = {law:.3e} cm^2, "
              f"law*S = {law * S:.3e} cm^2")
        print(f"   k = {k:.3f} a.u., S = {S:.4f}, full/law = {full / law:.4f}, "
              f"local exponent = {local_exponent(n, l, Z, w):.3f}")
    k = momentum(1, Z, w)
    print(f"1s electron: pi Z/k = {math.pi * Z / k:.4f}, "
          f"(v/c)^2 = {(alpha * k)**2:.2e}, "
          f"retardation change = {retardation_change(w):.2e}")
w = 1000 / hartree_ev
low, high = (partial_sigma(2, 1, lf, Z, w) for lf in (0, 2))
far = 1e7
limit = partial_sigma(2, 1, 0, Z, far) / partial_sigma(2, 1, 2, Z, far)
print(f"2p channel ratio s/d: at 1000 eV = {low / high:.4f}, limit = {limit:.4f}")
print("free-wave amplitude / true limit at k = 40 a.u.: "
      f"1s-p {free_ratios[0]:.3f}, 2p-d {free_ratios[1]:.3f}, "
      f"2p-s {free_ratios[2]:.3f}")
k_ten = 10 * math.pi * Z
energy_ten = 0.5 * (k_ten**2 + Z**2) * hartree_ev / 1000
print(f"1s: pi Z/k = 0.1 at photon energy {energy_ten:.2f} keV, "
      f"where v/c = {alpha * k_ten:.3f}")
print("success")
```

Running it gives:

```
nuclear charge Z = 1 (dimensionless)
EUV wavelength = 13.5 nm, photon energy = 91.84 eV
largest relative gap, direct vs closed radial integral = 1.2e-06
quantum / classical absorption area = 1.00005
1s: binding energy = 13.606 eV, A = 2.00000 a.u., C = 1.7291e-01 a.u., limit exponent = -3.5
2s: binding energy = 3.401 eV, A = 0.70711 a.u., C = 2.1614e-02 a.u., limit exponent = -3.5
2p: binding energy = 3.401 eV, A = 0.20412 a.u., C = 2.7018e-03 a.u., limit exponent = -4.5
3d: binding energy = 1.512 eV, A = 0.00902 a.u., C = 3.5140e-05 a.u., limit exponent = -5.5
--- photon energy 91.84 eV = 3.3751 hartree
1s: full = 2.516e-20 cm^2, law = 6.856e-20 cm^2, law*S = 1.410e-20 cm^2
   k = 2.398 a.u., S = 0.2057, full/law = 0.3670, local exponent = -3.076
2s: full = 2.901e-21 cm^2, law = 8.569e-21 cm^2, law*S = 1.963e-21 cm^2
   k = 2.550 a.u., S = 0.2291, full/law = 0.3385, local exponent = -3.013
2p: full = 1.062e-22 cm^2, law = 3.174e-22 cm^2, law*S = 7.271e-23 cm^2
   k = 2.550 a.u., S = 0.2291, full/law = 0.3347, local exponent = -4.003
3d: full = 3.986e-25 cm^2, law = 1.223e-24 cm^2, law*S = 2.852e-25 cm^2
   k = 2.577 a.u., S = 0.2332, full/law = 0.3259, local exponent = -4.979
1s electron: pi Z/k = 1.3101, (v/c)^2 = 3.06e-04, retardation change = 2.53e-04
--- photon energy 1000.00 eV = 36.7493 hartree
1s: full = 1.142e-23 cm^2, law = 1.609e-23 cm^2, law*S = 1.088e-23 cm^2
   k = 8.515 a.u., S = 0.6760, full/law = 0.7093, local exponent = -3.339
2s: full = 1.412e-24 cm^2, law = 2.012e-24 cm^2, law*S = 1.363e-24 cm^2
   k = 8.559 a.u., S = 0.6774, full/law = 0.7021, local exponent = -3.329
2p: full = 4.799e-27 cm^2, law = 6.843e-27 cm^2, law*S = 4.636e-27 cm^2
   k = 8.559 a.u., S = 0.6774, full/law = 0.7013, local exponent = -4.328
3d: full = 1.693e-30 cm^2, law = 2.422e-30 cm^2, law*S = 1.641e-30 cm^2
   k = 8.567 a.u., S = 0.6777, full/law = 0.6992, local exponent = -5.325
1s electron: pi Z/k = 0.3690, (v/c)^2 = 3.86e-03, retardation change = 3.82e-03
--- photon energy 10000.00 eV = 367.4932 hartree
1s: full = 4.544e-27 cm^2, law = 5.089e-27 cm^2, law*S = 4.522e-27 cm^2
   k = 27.092 a.u., S = 0.8885, full/law = 0.8928, local exponent = -3.444
2s: full = 5.673e-28 cm^2, law = 6.362e-28 cm^2, law*S = 5.653e-28 cm^2
   k = 27.106 a.u., S = 0.8886, full/law = 0.8918, local exponent = -3.443
2p: full = 1.929e-31 cm^2, law = 2.164e-31 cm^2, law*S = 1.923e-31 cm^2
   k = 27.106 a.u., S = 0.8886, full/law = 0.8917, local exponent = -4.443
3d: full = 6.826e-36 cm^2, law = 7.658e-36 cm^2, law*S = 6.805e-36 cm^2
   k = 27.109 a.u., S = 0.8886, full/law = 0.8914, local exponent = -5.443
1s electron: pi Z/k = 0.1160, (v/c)^2 = 3.91e-02, retardation change = 4.00e-02
2p channel ratio s/d: at 1000 eV = 0.1237, limit = 0.1250
free-wave amplitude / true limit at k = 40 a.u.: 1s-p 1.996, 2p-d 2.998, 2p-s -2.998
1s: pi Z/k = 0.1 at photon energy 13.44 keV, where v/c = 0.229
success
```
